# Why the inelastic mean free path of an electron has a minimum: jellium

## 1. A medium with a single loss

Take an electron of wavevector $\mathbf k$ and energy $E=k^2/2$ (Hartree atomic units, $\hbar=m=e=1$) in a medium that can absorb only one quantum $\omega_0$, with any momentum $\mathbf q$. Let the squared coupling fall as $1/q^2$; Sections 2 and 3 show that a plasmon has this coupling at small $q$. The electron goes to $\mathbf k-\mathbf q$ and loses
$$\omega=\tfrac12k^2-\tfrac12|\mathbf k-\mathbf q|^2=kq\cos\theta-\tfrac12q^2 .$$
The golden-rule rate is proportional to $\int d^3q\,q^{-2}\,\delta(\omega-\omega_0)$. With $d^3q=2\pi q^2dq\,d\cos\theta$ and $d\cos\theta=d\omega/(kq)$ at fixed $q$, this is $(2\pi/k)\int dq/q$. The condition $\cos\theta\le1$ reads $q^2/2-kq+\omega_0\le0$, so $q$ lies between $q_\pm=k(1\pm s)$ with $s=\sqrt{1-\omega_0/E}$. The mean free path is speed times lifetime, $\lambda=k\tau$, hence
$$\lambda\propto\frac{E}{\ln[(1+s)/(1-s)]}.$$
For $E<\omega_0$ no $q$ is allowed and $\lambda$ is infinite. Just above, the logarithm is $2s\propto\sqrt{E-\omega_0}$ and $\lambda$ drops steeply. At large $E$, $1-s\to\omega_0/2E$ and the logarithm becomes $\ln(4E/\omega_0)$, which grows more slowly than $E$, so $\lambda$ rises again. A minimum lies between. It is a contest between the numerator $E$, which always lengthens $\lambda$, and the amount of excitation that the electron can reach.

The electron gas changes three things. The probe cannot fall below the Fermi level. Electron-hole pairs absorb arbitrarily small energies. The collective mode exists only up to a finite $q$.

## 2. The rate as an area

The model is jellium at zero temperature with density $n=3/(4\pi r_s^3)$, so that $k_F=(9\pi/4)^{1/3}/r_s$, $E_F=k_F^2/2$, $\omega_p^2=4\pi n=4k_F^3/3\pi=3/r_s^3$, and $k_{TF}^2=4k_F/\pi$. $E$ is counted from the band bottom and $\xi=E-E_F$. The probe has free, nonrelativistic dispersion, exchange between probe and gas is dropped, and core levels, phonons and surfaces are absent.

The probe couples to the density $\rho_{\mathbf q}$ of the gas through $v(q)=4\pi/q^2$. In volume $V$, with gas eigenstates $|n\rangle$ of excitation energy $\omega_n$,
$$\frac1\tau=\frac{2\pi}{V^2}\sum_{\mathbf q}v^2\sum_n|\langle n|\rho_{\mathbf q}^\dagger|0\rangle|^2\,\delta(\omega-\omega_n).$$
First-order perturbation theory gives the density response from the same matrix elements,
$$\chi(q,\omega)=\frac1V\sum_n|\langle n|\rho^\dagger_{\mathbf q}|0\rangle|^2\left[\frac1{\omega-\omega_n+i0}-\frac1{\omega+\omega_n+i0}\right].$$
For $\omega>0$ only the first term has an imaginary part, $-\pi\delta(\omega-\omega_n)$. The total potential is the external one times $1/\varepsilon=1+v\chi$, so the loss function is $L\equiv\mathrm{Im}(-1/\varepsilon)=-v\,\mathrm{Im}\chi$, the sum over $n$ equals $VL/(\pi v)$, and
$$\frac1\tau=2\int\frac{d^3q}{(2\pi)^3}\,\frac{4\pi}{q^2}\,L(q,\omega).$$
A loss $\omega_0$ with $q$-independent weight in $L$ gives the $1/q^2$ of Section 1. The final state of the probe must be empty, $E-\omega>E_F$, which means $0<\omega<\xi$. The change of variable of Section 1 gives the prefactor $2\cdot2\pi\cdot4\pi/(8\pi^3k)=2/(\pi k)$:
$$\frac1\tau=\frac{2A}{\pi k},\qquad \frac1\lambda=\frac{A(E)}{\pi E},\qquad A=\int\frac{dq}{q}\int_0^{\Omega}d\omega\,L,\qquad \Omega=\min\!\left(kq-\tfrac12q^2,\ \xi\right).$$
The program tests this prefactor against a direct sum over a grid in $q$ and $\cos\theta$. The function $L\ge0$ belongs to the gas and does not depend on $E$. Both entries of $\Omega$ grow with $k$, so $A$ never decreases. Since $\ln\lambda=\ln E-\ln A+\text{const}$, $\lambda$ falls where $d\ln A/d\ln E>1$ and rises where it is below 1.

## 3. What the gas can absorb

In the random-phase approximation (RPA), a mean-field scheme, the electrons respond as free particles to the total potential, so $\varepsilon=1-v\chi_0$. The free excitations are $\mathbf p\to\mathbf p+\mathbf q$ with energy $\Delta=qp_z+q^2/2$, and with two spins
$$\chi_0=2\int_{p<k_F}\frac{d^3p}{(2\pi)^3}\left[\frac1{\omega-\Delta}-\frac1{\omega+\Delta}\right].$$
The restriction to empty final states may be omitted here: exchanging $\mathbf p\leftrightarrow-(\mathbf p+\mathbf q)$ maps doubly occupied pairs onto themselves with $\Delta\to-\Delta$, and the bracket is odd in $\Delta$, so they cancel. Put $p_z=k_Fx$, $z=q/2k_F$, $u=\omega/qk_F$. The transverse disc has area $\pi k_F^2(1-x^2)$ and $\omega\mp\Delta=qk_F(u\mp z\mp x)$. Writing $1-x^2=(1-a^2)+(a-x)(a+x)$ gives
$$\int_{-1}^1\frac{1-x^2}{a-x}\,dx=(1-a^2)\ln\frac{a+1}{a-1}+2a\equiv g(a).$$
The first term yields $g(u-z)$ and the second, after $x\to-x$, yields $g(u+z)$. The prefactor is $2\pi k_F^3/(8\pi^3qk_F)=k_F^2/(4\pi^2q)$. Since $g$ is odd, the Lindhard function is
$$\varepsilon=1+\frac{k_F^2}{\pi q^3}\,[g(z-u)+g(z+u)].$$

*Pairs.* For $a\to a+i0$ with $|a|<1$ the integral has $\mathrm{Im}\,g=-\pi(1-a^2)$. Therefore
$$\mathrm{Im}\,\varepsilon=\frac{k_F^2}{q^3}\left\{[1-(z-u)^2]_+-[1-(z+u)^2]_+\right\},$$
where $[y]_+=\max(y,0)$. This is nonzero for $|z-u|<1$, that is between $\max(0,q^2/2-qk_F)$ and $\omega_+=qk_F+q^2/2$.

*Plasmon.* Above $\omega_+$, $\varepsilon$ is real. Each term of $\chi_0$ equals $2\Delta/(\omega^2-\Delta^2)$, and the uncancelled terms have $0<\Delta\le\omega_+$, so $\varepsilon$ increases with $\omega$ toward 1. It has one zero $\omega_{pl}(q)$ if $\varepsilon(q,\omega_+)<0$, which holds for $q$ below a cutoff $q_c$ fixed by $\varepsilon(q_c,\omega_+)=0$. Near the zero $-1/\varepsilon=-1/[\varepsilon'(\omega-\omega_{pl}+i0)]$ with $\varepsilon'=\partial\varepsilon/\partial\omega$, so $L=(\pi/\varepsilon')\,\delta(\omega-\omega_{pl})$.

For large argument, expanding the logarithm gives $g(a)=4/3a+4/15a^3+\dots$. For $u\gg1,z$ the bracket in $\varepsilon$ is $g(u+z)-g(u-z)=2zg'(u)+O(z^3)=-8z/3u^2-8z/5u^4$, whence
$$\varepsilon=1-\frac{\omega_p^2}{\omega^2}\left(1+\frac{bq^2}{\omega^2}+\dots\right),\qquad b=\tfrac35k_F^2 .$$
Setting $\varepsilon=0$ gives $\omega_{pl}^2=\omega_p^2+bq^2$ to order $q^2$, or $\omega_{pl}=\omega_p+\alpha q^2$ with $\alpha=b/2\omega_p=0.3k_F^2/\omega_p$. The slope is $\varepsilon'=2\omega_p^2/\omega^3+4\omega_p^2bq^2/\omega^5=(2/\omega_p)[1-3\alpha q^2/\omega_p+4\alpha q^2/\omega_p]$, so the weight is $(\pi\omega_p/2)(1-\alpha q^2/\omega_p)$.

*Total weight.* The function $f=1-1/\varepsilon$ is analytic in the upper half-plane, has $\mathrm{Im}f=L$, odd in $\omega$, and decays as $-\omega_p^2/\omega^2$. Its dispersion relation is $f(\zeta)=(2/\pi)\int_0^\infty d\omega\,\omega L/(\omega^2-\zeta^2)$. Large $\zeta$ gives the f-sum rule $\int\omega L\,d\omega=\pi\omega_p^2/2$. Setting $\zeta=i\eta$ and using $\int_0^\infty d\eta/(\omega^2+\eta^2)=\pi/2\omega$ gives
$$W(q)\equiv\int_0^\infty L\,d\omega=\int_0^\infty d\eta\,[1-1/\varepsilon(q,i\eta)].$$
The program tests the Lindhard form against momentum quadrature, $\mathrm{Im}\,\varepsilon$ against a count of pairs, the sum rule and both forms of $W$ against each other, and $A$ itself against a rotated-contour evaluation that never locates the pole.

The worked example takes the round value $r_s=2$: $k_F=0.9596$, $k_{TF}=1.1053$, $q_c=0.6996$ bohr$^{-1}$, $E_F=0.4604$ Ha $=12.53$ eV, $\omega_p=\sqrt{3/8}=0.6124$ Ha $=16.66$ eV.

## 4. Pairs near the Fermi level: two factors of $\xi$

For $u+z<1$ both brackets in $\mathrm{Im}\,\varepsilon$ are active and their difference is $4zu=2\omega/k_F^2$, so
$$\mathrm{Im}\,\varepsilon=2\omega/q^3\qquad(\omega<qk_F-q^2/2).$$
This factor $\omega$ is Pauli blocking inside the gas. At fixed $q,\omega$ the value of $p_z$ is fixed, the initial state needs $p^2<k_F^2$ and the final state needs $p^2+2\omega>k_F^2$, which leaves an annulus of area $2\pi\omega$.

For $\xi\ll E_F$ we have $\Omega=\xi$ whenever $kq-q^2/2>\xi=(k^2-k_F^2)/2$, which rearranges to $|q-k|<k_F$. As $k\to k_F$ this is $0<q<2k_F$. There $u\ll1$, and $L=\mathrm{Im}\,\varepsilon/|\varepsilon|^2\to2\omega/[q^3\varepsilon(q,0)^2]$, except in strips of width about $\xi/k_F$ at the two ends, whose relative weight vanishes with $\xi/E_F$. Then $\int_0^\xi2\omega\,d\omega=\xi^2$ and
$$A\to J\xi^2,\qquad J=\int_0^{2k_F}\frac{dq}{[q^2\varepsilon(q,0)]^2},\qquad \lambda\to\frac{\pi E_F}{J\xi^2},\qquad\tau\to\frac{\pi k_F}{2J\xi^2}.$$
The second factor of $\xi$ is the range $0<\omega<\xi$, the blocking of the probe. The inverse-square law is thus a law in $E-E_F$, not in $E$.

For $r_s=2$, $J=0.5789$ bohr$^3$, and $\lambda\xi^2\to\pi\times0.4604/0.5789=2.499$ bohr Ha$^2$. Multiplying by $0.529177\times27.2114^2$ gives 979 Å eV$^2$. The lifetime constant is $\tau\xi^2\to46.6$ fs eV$^2$. The program tests $A=J\xi^2$ at $\xi=0.02$ eV to 0.5%.

*Isolating the probe's blocking.* If the limit $\omega<\xi$ is removed, $\Omega=kq-q^2/2$ stays finite at $k=k_F$ and so does $A$. Doubling $\xi$ from 0.1 to 0.2 eV multiplies $A$ by 3.98 with blocking and by 1.02 without. At $\xi=0.1$ eV, $\lambda$ is $9.9\times10^4$ Å with blocking and 12.4 Å without. The divergence at $E_F$ needs the probe to be subject to the same Fermi sea.

*High density.* Write $q^2\varepsilon(q,0)=q^2+k_{TF}^2F(z)$ with $F=g(z)/4z=1-z^2/3-z^4/15-\dots$. As $r_s\to0$, $k_{TF}^2/k_F^2=4/\pi k_F\to0$, the integrand lives at $z\ll1$, $F\to1$, and the upper limit recedes. The substitution $q=k_{TF}\tan\phi$ gives $J=k_{TF}^{-3}\int_0^{\pi/2}\cos^2\phi\,d\phi=\pi/4k_{TF}^3$, so $1/\tau=\xi^2/(2k_Fk_{TF}^3)=\pi^{3/2}\xi^2/(16k_F^{5/2})$. With $\omega_p=2k_F^{3/2}/\sqrt{3\pi}$ and $E_F^{-2}=4/k_F^4$ this is the Quinn–Ferrell rate $(\sqrt3\pi^2/128)\,\omega_p(\xi/E_F)^2$. The computed rate is 1.0000 times this at $r_s=0.001$, and still 0.995 times it at $r_s=2$, where $k_{TF}>k_F$ and the derivation does not apply. The two neglected effects have opposite signs: $F<1$ raises $J$ and the limit $2k_F$ lowers it. At $r_s=2$ the limit alone gives the factor $(2/\pi)(\phi+\sin\phi\cos\phi)=0.943$ with $\tan\phi=2k_F/k_{TF}$, so $F<1$ supplies the remaining factor $0.995/0.943=1.06$. The two nearly cancel at this density.

*Range of the law.* The local exponent is
$$-\frac{d\ln\lambda}{d\ln\xi}=\frac{d\ln A}{d\ln\xi}-\frac{\xi}{E}.$$
It is 1.94 at $\xi=0.5$ eV, 1.78 at 2 eV, 1.35 at 10 eV and 1.23 at 20 eV, all below the plasmon threshold found next. At 10 eV the full $\lambda=24.9$ Å is 2.54 times the asymptote 9.79 Å. A factor $E/E_F=22.53/12.53=1.80$ comes from the numerator. The rest is $J\xi^2/A$, with $J\xi^2=0.5789\times(10/27.2114)^2=0.0782$ Ha against $A=0.0553$ Ha, a factor 1.41, and $1.80\times1.41=2.54$. The inverse-square law is the limit $\xi\ll E_F$ and does not describe the whole range up to threshold.

## 5. The plasmon switches on

Emission needs $\omega_{pl}(q)\le kq-q^2/2$, or
$$k\ge h(q)\equiv\frac{\omega_{pl}(q)}q+\frac q2,\qquad q<q_c .$$
Since $\omega_{pl}>\omega_+$, $h>k_F+q$, so the final wavevector obeys $|\mathbf k-\mathbf q|\ge k-q>k_F$. Pauli blocking of the probe is then satisfied automatically, and the threshold is kinematic: $k_{th}=\min h$.

The minimum is inside the interval. At small $q$, $h\approx\omega_p/q$ falls. At $q_c$ write $\omega_{pl}=\omega_++\delta$, so that $z-u=-1-\delta/qk_F$. The derivative $g'(a)=4-2a\ln[(a+1)/(a-1)]$ diverges logarithmically at $a=-1$, so $\partial\varepsilon/\partial\delta\to\infty$, while $\partial\varepsilon/\partial q$ at fixed $\delta$ picks up only $\delta\ln\delta\to0$ from this term and stays finite. Along $\varepsilon=0$ this gives $d\delta/dq\to0$: the plasmon meets the continuum tangentially, and its weight $\pi/\varepsilon'$ vanishes there. Both limits are approached only logarithmically: for $r_s=2$ the weight is still 0.29 of $\pi\omega_p/2$ at 1% below $q_c$. Hence $h=k_F+q+\delta/q$ has slope $+1$ at $q_c$, and the minimum is at some $q_{th}<q_c$.

Near the minimum $h=k_{th}+\tfrac12h''(q-q_{th})^2$, so the allowed interval has width $2\sqrt{2(k-k_{th})/h''}$ and $A_{pl}\propto\sqrt{E-E_{th}}$, as in Section 1. The slope $dA/dE$ diverges there, so in this model $\lambda$ is always falling just above threshold and the threshold cannot itself be the minimum. The upper end of the interval reaches $q_c$ at $k=k_F+q_c$. After that $A_{pl}$ grows only through its lower end $q_1$.

For $r_s=2$, $q_{th}=0.6428$ and $k_{th}=1.6435$ bohr$^{-1}$, so $E_{th}=1.6435^2/2=1.3505$ Ha $=36.75$ eV and $\xi_{th}=36.75-12.53=24.22$ eV. This is well above $\omega_p=16.66$ eV, mostly through the plasmon dispersion. At threshold the emission is forward, so the final wavevector is $k_{th}-q_{th}=1.0007$ bohr$^{-1}$ and the final energy is $1.0007^2/2=0.5007$ Ha $=13.62$ eV, only 1.1 eV above $E_F$. The plasmon emitted carries $\omega_{pl}(q_{th})=36.75-13.62=23.1$ eV. The value $k_F+q_c=1.6592$ bohr$^{-1}$ is reached at $\xi=24.93$ eV, only 0.7 eV later. The program tests the threshold by the sign of $\varepsilon$ on the kinematic boundary, and tests the square-root onset. Between $\xi=20$ and 30 eV, $A$ rises from 0.199 to 0.676 Ha and $\lambda$ falls from 9.97 to 3.84 Å. The plasmon share at 30 eV is 0.354, or 0.239 Ha, so the continuum part grew to 0.437 Ha and supplied half of the increase. That part is not purely single-particle. Because $\varepsilon(q_c,\omega_+)=0$, $|\varepsilon|$ stays small just inside the continuum for $q$ slightly above $q_c$, and $L$ has a narrow peak there, the damped continuation of the plasmon (width 0.16 eV at $1.02\,q_c$, 1.9 eV at $1.1\,q_c$). The band $q_c<q<1.3\,q_c$ gives about half of the growth of the continuum part. Below, "pairs" means the whole continuum, this peak included.

## 6. Fast electrons: where the logarithm comes from

At large $k$ the region $\omega<\Omega$ contains all of $W(q)$ except at the two ends in $q$.

At small $q$ the pairs are screened out. In the continuum $\varepsilon-1$ is $k_{TF}^2/q^2$ times a function of $u$, so $L\propto q^2$ over a range $\omega\sim qk_F$ and the pair weight is of order $q^3$. Thus $W=(\pi\omega_p/2)\,w(q)$ with $w=1-\alpha q^2/\omega_p$, all in the plasmon, which is cut at $h(q_1)=k$. From $h=\omega_p/q+(\alpha+\tfrac12)q$, one iteration gives
$$q_1=\frac{\omega_p}k\left[1+\frac{(\alpha+\tfrac12)\omega_p}{k^2}\right].$$
At large $q$ the loss is a ridge at $\omega\approx q^2/2$ of half-width $qk_F$, a collision with one nearly free electron, and the f-sum rule gives $W\to\pi\omega_p^2/q^2$. The limit $\omega<\xi\approx k^2/2$ cuts the ridge at $q\approx k$ and removes $\int_k^\infty\pi\omega_p^2\,dq/q^3=\pi\omega_p^2/2k^2$, up to relative corrections of order $E_F/E$.

Define an effective upper momentum by
$$\ln\bar q=\int_0^\infty\frac{dq}q\left[w(q)-\frac1{1+q^2}\right],\qquad w=\frac{2W}{\pi\omega_p},$$
with $q$ in bohr$^{-1}$. Because $\int_a^\infty dq/[q(1+q^2)]=-\ln a+\int_0^a q\,dq/(1+q^2)$, adding and subtracting gives the identity
$$\int_{q_1}^\infty\frac{w\,dq}q=\ln\frac{\bar q}{q_1}+\int_0^{q_1}\frac{(1-w)\,dq}{q},$$
and the last term is $\alpha q_1^2/2\omega_p=\alpha\omega_p/2k^2$ to this order. In units of $\pi\omega_p/2$ the removed ridge is $\omega_p/k^2$. Collecting,
$$\frac{2A}{\pi\omega_p}=\ln\frac{\bar qk}{\omega_p}-\frac{\omega_p}{k^2}\left[(\alpha+\tfrac12)-\tfrac12\alpha+1\right]=\ln\frac{\bar qk}{\omega_p}-\frac{(\alpha+3)\,\omega_p}{2k^2}.$$
Multiply by 2, use $k^2=2E$ and $\alpha\omega_p=0.6E_F$:
$$A=\frac{\pi\omega_p}4\left[\ln\frac E{E_0}-\frac cE+\dots\right],\qquad E_0=\frac{\omega_p^2}{2\bar q^2},\qquad c=\tfrac32\omega_p+\tfrac3{10}E_F,$$
$$\lambda\to\frac{4E}{\omega_p\ln(E/E_0)} .$$
The logarithm is half as steep as in Section 1. There both ends moved, $q_-\propto1/k$ and $q_+\propto k$. Here the upper end is the fixed $\bar q$, because $W$ decays at large $q$, and only the forward, small-$q$ end contributes.

For $r_s=2$, $\bar q=1.2762$ bohr$^{-1}$, so $E_0=0.375/(2\times1.2762^2)=0.1151$ Ha $=3.13$ eV, and $c=1.5\times16.66+0.3\times12.53=28.75$ eV. The value extracted from the full $A$ at $E=1$ keV is 29.2 eV, 1.6% above the formula. At $\xi=1000$ eV, $E=1012.5$ eV $=37.21$ Ha, $\ln(E/E_0)=5.778$, $c/E=0.028$, so $A=0.4810\times5.750=2.766$ Ha against the full 2.765 Ha, and $\lambda=\pi\times37.21/2.765=42.3$ bohr $=22.4$ Å. The local exponent there is $-0.81$: $\lambda$ grows nearly, but not quite, in proportion to the energy.

*Isolating the pairs.* The pair part has weight $q^3$ at small $q$ and $q^{-2}$ at large $q$, so $\int dq/q$ converges at both ends and $A_{pair}$ tends to a constant minus $\pi\omega_p^2/4E$. It is 0.7953 Ha at $E=2.5$ keV and 0.7978 Ha at 10 keV. The predicted difference is $(\pi\times0.375/4)(27.2114/2500)(1-\tfrac14)=0.0024$ Ha, which matches 0.0025 within the rounding. Pairs alone give $\lambda\propto E$. The logarithm belongs to the plasmon, whose share climbs slowly: 0.46 at $\xi=50$ eV, 0.55 at 100 eV, 0.71 at 1000 eV.

## 7. Weighing the parts at the minimum

$A$ is continuous and positive above $E_F$, and $\lambda\to\infty$ both as $\xi\to0$ and as $E\to\infty$, so a minimum must exist. In terms of the slope, $d\ln A/d\ln E$ starts at $2E/\xi\to\infty$ and ends at $1/\ln(E/E_0)\to0$. For $r_s=2$ it is 26.5 at $\xi=1$ eV, 4.04 at 10 eV, 3.00 at 20 eV, 2.50 at 30 eV, 0.81 at 50 eV and 0.18 at 1000 eV. That the minimum is single is not proved here. It is tested for $r_s=2$ on 50 energies from 0.5 to 3000 eV.

The minimum is at $\xi=43.4$ eV, $E=56.0$ eV $=2.058$ Ha, where $A=1.029$ Ha and
$$\lambda_{min}=\pi\times2.058/1.029=6.28\ \text{bohr}=3.32\ \text{Å}.$$

The existence argument does not use the undamped plasmon pole. $A_{pair}$ rises from $J\xi^2$ to a constant, so $\pi E/A_{pair}$ also diverges at both ends. With the same $\varepsilon$ but the pole omitted, the minimum is 5.71 Å at $\xi=35.7$ eV. Adding the pole lowers it to 3.32 Å and moves it up by about 8 eV. At the true minimum the pole supplies 44% of $A$ and the continuum 56%, the latter including the damped plasmon peak just above $q_c$, so this split is pole against continuum rather than collective against single-particle. In this model the minimum marks the energy where the reachable loss weight, of both kinds, stops growing faster than $E$.

Neither asymptote locates it. The function $E/\ln(E/E_0)$ is stationary at $\ln(E/E_0)=1$, or $E=eE_0=8.52$ eV, which lies below $E_{th}$ and even below $E_F$, where the formula has no meaning. For the two-term form, the slope condition $(1+c/E)/[\ln(E/E_0)-c/E]=1$ gives $\ln(E/E_0)=1+2c/E$, solved by $E=38.3$ eV: $\ln(38.3/3.133)=2.50$ and $1+57.5/38.3=2.50$. This is $\xi=25.7$ eV against the true 43.4 eV. The expansion parameter there is $c/E=0.75$, and a series in $1/E$ contains no threshold. Relative to the full $\lambda$, the two-term form is 27% low at $\xi=30$ eV (2.80 against 3.84 Å), 7% low at 50 eV and 1% low at 100 eV, where the one-term form is 8% low. The position of the minimum has to come from the full integral.

| $r_s$ (bohr) | $\xi_{th}$ (eV) | $\xi_{min}$ (eV) | $E_{min}$ (eV) | $\lambda_{min}$ (Å) |
|---|---|---|---|---|
| 1.0 | 70.5 | 132 | 182 | 3.8 |
| 1.5 | 37.7 | 69 | 91 | 3.5 |
| 2.0 | 24.2 | 43 | 56 | 3.3 |
| 3.0 | 13.0 | 23 | 28 | 3.1 |
| 4.0 | 8.4 | 14.5 | 17.7 | 3.0 |

For each density the program tests that $\lambda$ is still falling at $0.5\,\xi_{th}$ and $0.95\,\xi_{th}$, and that $\xi_{min}$ decreases with $r_s$. The position follows the density: $\xi_{min}/\omega_p$ drifts only from 2.8 to 2.5 while $\omega_p=\sqrt{3/r_s^3}$ drops from 47.1 to 5.9 eV. The ratio $E_{min}/E_{th}$ is steadier still, 1.51 to 1.54. That near constancy is read from the output and is not derived here. A minimum inside a fixed window, say 50 to 100 eV, therefore occurs only for a limited range of densities. Counted from the band bottom, $r_s=1.5$ and 2 fall in that window. Counted from $E_F$, only $r_s=1.5$ does. At $r_s=1$ the minimum is above the window and at $r_s=3$ and 4 well below it. Over these densities the depth changes little, from 3.8 to 3.0 Å, which a scaling argument makes plausible: in the table $E_{min}$ is 3 to 4 times $\omega_p$, the scale of $A$ is $W\sim\pi\omega_p/2$, and $\omega_p$ cancels in $\pi E/A$ to leave a few bohr. The argument does not extend to $r_s\to0$, because $E_{min}>E_F$ and $E_F/\omega_p=\sqrt{3\pi k_F}/4$ grows without bound.

The golden rule is under strain at the minimum. For $r_s=2$, $k=\sqrt{2\times2.058}=2.03$ bohr$^{-1}$ and $1/\tau=k/\lambda=2.03/6.28=0.32$ Ha, about 9 eV. A level this broad is not the sharp free state that the golden rule assumes, and the 0.7 eV window of the plasmon onset is finer than such a treatment can resolve. Exchange between probe and gas, dropped throughout, matters when $k$ is within a small factor of $k_F$, and RPA is controlled only as $r_s\to0$, so the entries for larger $r_s$ characterize the model more than a metal. In a solid, $L$ also contains interband and core excitations, which add weight to $A$ as their thresholds open, and at low $\xi$ phonon losses or a band gap replace the $\xi^{-2}$ law. The relation $1/\lambda=A/\pi E$ carries over for an isotropic $L$ and a probe with the free dispersion $E=k^2/2$, with the minimum placed by the energies and the momenta at which $L$ has its weight.

## Numbers as computed

```
1 hartree = 27.2114 eV; 1 bohr = 0.529177 A
rs = 2 bohr: kF = 0.9596, kTF = 1.1053 1/bohr
EF = 0.4604 Ha = 12.53 eV; wp = 0.6124 Ha = 16.66 eV
alpha = 0.4511 Ha bohr^2; qc = 0.6996 1/bohr
q at threshold = 0.6428, k_th = 1.6435, kF+qc = 1.6592 1/bohr
E_th = 36.75 eV; xi_th = 24.22 eV
xi at k = kF+qc: 24.93 eV
J = 0.5789 bohr^3; lam xi^2 -> 979.0 A eV^2
tau xi^2 -> 46.63 fs eV^2
rate / Quinn-Ferrell: 0.9954 (rs=2), 1.0000 (rs=0.001)
A(0.2 eV)/A(0.1 eV): 3.982 blocked, 1.017 unblocked probe
lam(0.1 eV): 9.913e+04 A blocked, 12.44 A unblocked
qbar = 1.2762 1/bohr; E0 = 3.133 eV; e*E0 = 8.52 eV
c = 28.75 eV (formula), 29.20 eV (full A at E = 1 keV)
pi wp/4 = 0.4810 Ha; A_pair = 0.7953, 0.7978 Ha at E = 2.5, 10 keV
xi/eV, A/Ha, lam/A, plasmon share, -dln lam/dln xi, dlnA/dlnE, asymptote/A
   0.5 0.00019  4164.38 0.000  1.940 51.536 xi^-2: 3915.95
   1.0 0.00075  1104.95 0.000  1.883 26.471 xi^-2: 978.99
   2.0 0.00287   309.46 0.000  1.780 13.928 xi^-2: 244.75
   5.0 0.01598    67.03 0.000  1.538  6.390 xi^-2: 39.16
  10.0 0.05529    24.89 0.000  1.349  4.039 xi^-2: 9.79
  20.0 0.19936     9.97 0.000  1.232  3.003 xi^-2: 2.45
  30.0 0.67583     3.84 0.354  1.061  2.504 ln: 2.07, ln-c/E: 2.80
  50.0 1.13658     3.36 0.460 -0.156  0.805 ln: 2.65, ln-c/E: 3.13
 100.0 1.57928     4.35 0.548 -0.523  0.411 ln: 3.99, ln-c/E: 4.30
 200.0 1.95809     6.63 0.613 -0.673  0.284 ln: 6.40, ln-c/E: 6.61
 500.0 2.42384    12.92 0.677 -0.770  0.210 ln: 12.77, ln-c/E: 12.91
1000.0 2.76524    22.37 0.714 -0.811  0.179 ln: 22.26, ln-c/E: 22.37
minimum: E = 56.0 eV, xi = 43.4 eV, A = 1.0291 Ha
lam_min = 6.278 bohr = 3.322 A; plasmon share = 0.437
two-term estimate: E = 38.3 eV, xi = 25.7 eV
pairs only: minimum at xi = 35.7 eV, lam = 5.71 A
rs/bohr, EF/eV, wp/eV, xi_th/eV, xi_min/eV, E_min/eV, xi_min/wp, E_min/E_th, lam_min/A
1.0  50.11  47.13  70.52  132.3  182.4 2.81 1.51 3.81
1.5  22.27  25.66  37.72   68.8   91.1 2.68 1.52 3.51
2.0  12.53  16.66  24.22   43.4   56.0 2.61 1.52 3.32
3.0   5.57   9.07  12.99   22.8   28.4 2.52 1.53 3.11
4.0   3.13   5.89   8.36   14.5   17.7 2.46 1.54 2.98
```
